Shooting for the Thomas-Fermi slope and the instability of outward integration

**What scaling fixes, and what it leaves open**

In Hartree atomic units the Thomas-Fermi atom is governed by two relations between the electron density n(r) and the total electrostatic potential V(r). The local kinetic energy density is (3/10)(3π²)^(2/3) n^(5/3). Making the energy stationary with respect to n gives

(1/2)(3π² n)^(2/3) − V = μ.

In the neutral atom n and V both vanish at infinity, so μ = 0. Away from the nucleus, Poisson's equation for electrons of charge −1 is

∇²V = 4πn.

Let ℓ be the length scale of the atom. The first relation says n ∼ V^(3/2), the second V/ℓ² ∼ n. Together they give V ∼ ℓ⁻⁴. Near the nucleus V ∼ Z/ℓ, so ℓ ∼ Z^(−1/3), V ∼ Z^(4/3), and the energy, about Z electrons times V, scales as Z^(7/3). Every neutral atom in this model is therefore the same atom on a different scale, and only pure numbers remain to be computed.

To find the universal equation, write V = Zφ/r and r = bx. For a spherical potential ∇²V = (1/r) d²(rV)/dr², and the first relation gives n = (2V)^(3/2)/(3π²). Hence

(Z/r) d²φ/dr² = 4π (2Zφ/r)^(3/2)/(3π²),

d²φ/dr² = [8√2/(3π)] Z^(1/2) φ^(3/2)/r^(1/2).

Since d²φ/dr² = φ''/b² and r^(1/2) = b^(1/2)x^(1/2), the factor in front becomes one if b^(3/2) = 3π/(8√2 Z^(1/2)), that is,

b = (1/2)(3π/4)^(2/3) Z^(−1/3).

A prime on φ means d/dx. The problem is now

φ'' = φ^(3/2)/√x, φ(0) = 1, φ(∞) = 0.

The first condition is the bare nuclear potential at small r; the second is neutrality. The unknown is B = φ'(0). Near the nucleus V = Z/r + ZB/b + ..., so −ZB/b is the repulsion potential that the electrons produce at the nucleus.

The equation has a further symmetry: if f(x) solves it, so does c³f(cx). The left side becomes c⁵f''(cx), and the right side becomes c^(9/2) f^(3/2)(cx)/√x = c⁵ f^(3/2)(cx)/√(cx). This will give a second way to compute B.

**The first fault: a singular starting point**

The naive scheme guesses B, integrates from x = 0 to a large x, and adjusts B until φ is zero there. An integrator that evaluates the right side at x = 0 fails at the first step, because φ'' behaves as 1/√x at the origin and φ has no Taylor series in x. The singularity is integrable, so a start at a small x0 with φ = 1 is possible, but φ' has already changed by 2√x0 there and the slope found is shifted by that amount.

The square root suggests t = √x. Let u(t) = φ and w(t) = dφ/dx. Since dx/dt = 2t,

du/dt = 2t w,
dw/dt = 2t φ'' = 2t u^(3/2)/t = 2u^(3/2).

The singularity has cancelled. The right sides are smooth near t = 0, where u = 1, so the integration can start at t = 0 with u = 1 and w = B. It matters that w is the derivative with respect to x. Using du/dt instead would leave a quotient (du/dt)/t in the equation, which has to be treated separately at the origin.

The same pair gives Baker's series by repeated integration. With u = 1 + O(t²), the second equation gives w = B + 2t + O(t³), and the first then gives

u = 1 + Bt² + (4/3)t³ + O(t⁵).

For the next pass use (1+s)^(3/2) = 1 + (3/2)s + (3/8)s² + ... with s = Bt² + (4/3)t³ + O(t⁵):

u^(3/2) = 1 + (3/2)Bt² + 2t³ + (3/8)B²t⁴ + O(t⁵).

Twice its integral, added to B, is

w = B + 2t + Bt³ + t⁴ + (3/20)B²t⁵ + O(t⁶),

and integrating 2tw gives

u = 1 + Bt² + (4/3)t³ + (2/5)Bt⁵ + (1/3)t⁶ + (3/70)B²t⁷ + O(t⁸).

**The second fault: a truncated start moves the answer**

Suppose the run starts at t0 > 0 from three terms, u = 1 + B't0² + (4/3)t0³ and w = B' + 2t0. Shooting then adjusts B' until this starting point lies on a decaying solution. The B' it finds is not B.

To see by how much, let u*, w* be the values at t0 on the true solution. Decaying solutions near the true one form the family c³φ(cx). Differentiating with respect to c at c = 1 gives a change 3φ + xφ' in the value and 4φ' + xφ'' in the slope. As x → 0 these tend to 3 and 4B, so along the family the slope changes by σ ≈ 4B/3 per unit change of value. The starting point must satisfy, to first order,

B' + 2t0 = w* + σ(u − u*).

Inserting the two series,

B' − B = Bt0³ + t0⁴ + O(t0⁵) + σ(u − u*),
u − u* = (B' − B)t0² − (2/5)Bt0⁵ + ...

The first line shows that B' − B is of order t0³. Then u − u* is of order t0⁵ and does not affect the two leading terms:

B' − B = Bt0³ + t0⁴ + O(t0⁵).

At t0 = 0.1 this predicts −1.488×10⁻³; the computed shift is −1.469×10⁻³. At t0 = 0.01 both are −1.578×10⁻⁶, and the shooting returns −1.588073, wrong in the sixth decimal. At t0 = 0.005 the shift is −1.98×10⁻⁷ and the result rounds correctly to −1.588071.

There are two remedies. One is to start at t = 0, where no truncation occurs. The other is to keep the next two terms of each series, t⁵ and t⁶ in u, t³ and t⁴ in w. The first omitted term of w then leaves a shift (3/20)B²t0⁵ at leading order. For t0 = 0.03 this is 9.2×10⁻⁹, against a computed 8.6×10⁻⁹; with three terms the shift was −4.2×10⁻⁵.

**The third fault: aiming at a value far away**

With a clean start, the naive scheme still asks for φ = 0 at a distant point. The condition itself does little harm, since it selects a slope only slightly too low (by about 10⁻⁸ for a point near x = 49, as shown below). But most trial runs never get there: they cross zero early or grow without limit. The way two solutions separate shows what to ask for instead.

Let φ₁ and φ₂ start from 1 with slopes B₁ < B₂, and let d = φ₂ − φ₁. As long as φ₁ ≥ 0 and d > 0,

d'' = (φ₂^(3/2) − φ₁^(3/2))/√x > 0.

So d' never falls below its initial value, and

d ≥ (B₂ − B₁)x.

The difference cannot return to zero. Two solutions cannot both decay to zero, so there is at most one correct slope.

There is also at least one. While φ > 0 it is convex, so a run with B < 0 has three possible fates: it crosses zero while falling, it reaches a minimum at positive φ and turns up, or it does neither. It cannot touch zero with zero slope, because the solution through u = w = 0 is u = 0 throughout.

A sufficiently negative slope leads to a crossing. Put β = −B. While 0 ≤ φ ≤ 1, integration gives w ≤ −β + 2t, so φ falls at least until t = β/2, and

u ≤ 1 − βt² + (4/3)t³.

At t = β/2 the right side is 1 − β³/4 + β³/6 = 1 − β³/12. For β = 12^(1/3) it is zero, and the inequality is strict because φ < 1 for t > 0. The run has therefore crossed zero. At the other end, B = 0 makes w positive at once, and by continuity slightly negative slopes also turn up.

Crossing and turning up both survive a small change of B, because w < 0 at the crossing and dw/dt > 0 at the minimum. The two sets of slopes are thus open, disjoint and not empty, and they cannot fill the interval between them. Some B does neither. Its φ is positive and never rises, so it tends to a limit L ≥ 0. If L were positive, φ'' ≥ L^(3/2)/√x would give φ' ≥ B + 2L^(3/2)√x, which eventually becomes positive, a contradiction. Hence L = 0, and this is the required solution.

The inequality for d now classifies every other run. A slope below B keeps φ under the true solution by a growing amount, with a more negative slope, so φ crosses zero before any minimum. A slope above B keeps φ over a rising straight line, so φ must turn up. This gives the scheme:

1. Start with the bracket from −12^(1/3) = −2.289428 to 0.
2. Take the midpoint as B and integrate u and w outward from t = 0.
3. Stop at the first event, u = 0 or w = 0.
4. If u = 0 came first, B is too low and becomes the lower end; if w = 0 came first, it becomes the upper end.
5. Repeat until the bracket is narrow enough.

No distant boundary has to be chosen. Each run ends where its own error shows. The bracket halves each time, so 23 steps bring its width to 2.289/2²³ ≈ 2.7×10⁻⁷. Continuing to 53 steps in all, down to neighbouring double-precision numbers, gives

B = −1.5880710226.

**Why outward integration is unstable**

The bisection succeeds because wrong runs go wrong visibly. The same property spoils the outward run as a way of obtaining φ at large x. Let v = ∂φ/∂B be the response to a small change of slope. Differentiating the equation with respect to B gives

v'' = (3/2)√(φ/x) v, v(0) = 0, v'(0) = 1.

The coefficient is positive, so v curves away from zero and v ≥ x. The amplification is a property of the differential equation and would be present with a perfect integrator.

Its rate at large x follows from the tail of φ. Try φ = Cx^(−m):

m(m+1)C x^(−m−2) = C^(3/2) x^(−3m/2−1/2).

Equal powers require m = 3, and then 12C = C^(3/2) gives C = 144. On this tail √(φ/x) = 12/x², so

v'' = 18v/x².

A power x^p solves this if p(p − 1) = 18, which gives

p = (1 ± √73)/2 = 4.772 or −3.772.

A general disturbance contains both powers. Since v ≥ x, the growing one must be present in v. The absolute error therefore grows as x^4.772. Relative to φ, which falls as x⁻³, it grows as x^7.772. This is a power law, not an exponential, but a steep one.

The limiting power is approached slowly. The local exponent of v, d ln v/d ln x, is 3.11 at x = 10, 4.37 at x = 100 and 4.76 at x = 10000. The reason is that the true φ lies below 144/x³, which lowers the coefficient. At x = 10000 the ratio x³φ/144 is 0.98924, so 18 is replaced by 18√0.98924 = 17.90, and p(p − 1) = 17.90 gives p = 4.76.

An error introduced later behaves in the same way. A disturbance injected at x = 10 has the same exponent, 4.76, at x = 10000. Rounding and step errors made along the way are thus amplified as well, though over a shorter distance than an error at the origin.

**How far a given slope carries**

A slope error of size ε has ruined the solution when the deviation is as large as φ itself:

ε v(x) ≈ φ(x).

For a slope that is too low, the actual crossing comes slightly later than this. Let δ be the amount by which the run lies below the true φ. The function φ^(3/2) is convex and lies above its tangent, so

δ'' = [φ^(3/2) − (φ − δ)^(3/2)]/√x ≤ (3/2)√(φ/x) δ.

Thus δ grows no faster than εv, and δ = φ requires εv ≥ φ. The computed crossings agree:

ε = 10⁻²: estimate x = 3.55, crossing x = 3.59
ε = 10⁻⁴: estimate x = 10.37, crossing x = 10.45
ε = 10⁻⁶: estimate x = 23.69, crossing x = 23.84
ε = 10⁻⁸: estimate x = 48.74, crossing x = 49.03

In the tail region, εv ∼ φ means εx^7.772 is constant, so the reach grows as ε^(−1/7.772). One more correct digit then multiplies it by 10^(1/7.772) = 1.345. Between ε = 10⁻⁶ and 10⁻⁸ the observed factor is √(49.03/23.84) = 1.434 per digit, larger because the growth there has not reached its limiting power.

A better integrator does not help against a wrong slope. With ε = 10⁻⁶, relative step tolerances of 10⁻⁹ and 10⁻¹³ both put the crossing at x = 23.84. The six-decimal value −1.588071, which is too high by about 2.3×10⁻⁸, turns up at x = 39.8.

Double precision sets the last limit for this method. Neighbouring numbers near B differ by 2.2×10⁻¹⁶, for which the estimate gives x ≈ 555. In exact arithmetic a slope one spacing too low crosses zero at x ≈ 558 and one spacing too high turns up at x ≈ 518; a slope that is too high fails somewhat earlier, as for ε = 10⁻⁸ (x = 45.03 against 49.03). The double-precision runs agree with this only in scale. In the run reported here the lower end of the final bracket crosses zero at x = 592 and the upper end turns up at x = 437, but these two numbers are set by step and rounding errors and change with the tolerance and the starting bracket. The step tolerance of 10⁻¹³ is far larger than the spacing, and the final bracket can lie more than ten spacings from the true B.

The instability harms φ and helps B. A run that fails at x ≈ 49 has revealed an error of 10⁻⁸ in the slope. The slope is well determined by shooting; the tail is not.

**Reversing the direction**

The amplification suggests its own cure. A disturbance that grows as x^7.772 relative to φ when x increases must shrink by the same law when x decreases. An inward run that starts on the tail therefore forgets this part of its starting error.

The other disturbance, with power −3.772, falls as x^(−0.772) relative to φ and grows inward. It is harmless, and indeed needed: 144/x³ itself diverges at the origin and cannot meet φ(0) = 1. A small admixture gives

f = 144x⁻³[1 − s(x/X)^(−0.772)],

with small s at the starting point X. Its slope at X is 144X⁻⁴(−3 + 3.772s). Different values of s > 0 give, to first order, the same solution on different length scales, because replacing f(x) by c³f(cx) leaves 144/x³ unchanged and multiplies s by c^(−0.772).

So s need not be adjusted. Integrate inward in √x from X = 10⁵ with s = 10⁻³, read off f(0) and f'(0), and rescale. The condition c³f(0) = 1 gives c = f(0)^(−1/3), and the slope of c³f(cx) at the origin is

B = c⁴f'(0) = f'(0)/f(0)^(4/3).

One run, without bisection, gives −1.5880710226, in agreement with the outward result. Changing the starting slope by one part in 10⁴ alters B by less than 10⁻¹⁴. The starting values are correct only to first order in s, so they contain a small part of the growing disturbance, and the solution continued outward beyond X would not decay. Inward this part shrinks, so well inside X the rescaled run follows the decaying solution with φ(0) = 1, which by the uniqueness shown above is the one sought. Because the run forgets its start, the agreement in B is not a test of the coefficient 144; the numerical evidence for the tail is the ratio x³φ/144 = 0.98924 at x = 10000 quoted above. For a table of φ out to large x, the inward run is the right tool.

**What the slope is worth: the cadmium atom**

The attraction between the nucleus and the electrons is −Z times the repulsion potential at the nucleus:

E_en = −Z(−ZB/b) = Z²B/b.

The total energy follows without a further integral. The energy is stationary with respect to n, and the added electron costs nothing because μ = 0. So dE/dZ comes from the explicit Z in the attraction alone, dE/dZ = E_en/Z. With E proportional to Z^(7/3), dE/dZ = (7/3)E/Z, and therefore

E = (3/7)Z²B/b.

For neutral Cd, Z = 48 and b = 0.243611 bohr. Then

−ZB/b = 48 × 1.588071/0.243611 = 312.906 hartree,
E_en = −48 × 312.906 = −15019.5 hartree,
E = (3/7)(−15019.5) = −6437 hartree, or −175.2 keV.

Integration over the density gives a kinetic energy of 6436.9 hartree and an electron repulsion of 2145.6 hartree. The sum 6436.9 − 15019.5 + 2145.6 = −6437.0 hartree reproduces the energy obtained from the slope, within rounding.

Since E is proportional to B, a relative error in the slope becomes the same relative error in the energy. The three-term start at t0 = 0.1 is off by 1.469×10⁻³/1.588 = 0.09 %, about 6 hartree for Cd.

These digits test the numerical solution, not the model. Thomas-Fermi theory omits relativity, exchange, correlation, gradient corrections and shell structure. By Poisson's equation its density is n = Z(φ/x)^(3/2)/(4πb³), which diverges as r^(−3/2) at the nucleus and falls as a power far outside, where a real atom's density decays exponentially. The limiting law r⁻⁶ is approached slowly: for Cd the local exponent is about −3.6 at 1 bohr and −5.3 at 10 bohr. The energy is a property of the model, not a prediction for measured cadmium; it is about 18 % larger in magnitude than the non-relativistic Hartree-Fock energy of the atom. The numerical check checks the slope, the series, the growth law and the energy relation numerically.

Calculated quantities

```
All quantities are dimensionless unless a unit is given
Lower end of first bracket: -2.289428; upper end: 0
Bisections to neighbouring doubles: 53
Slope B, outward shooting: -1.5880710226
Slope B, inward integration: -1.5880710226
Change of inward B, tail slope off by 1e-4: -1.8e-15
phi(50), outward: 6.32254772e-04
x^3 phi/144 at x=10000: 0.98924
Omitted part of 3-term series at t=0.1: -6.0102e-06
Same from next three terms: -6.0081e-06
3-term start t0=0.1: B=-1.58954001, shift=-1.469e-03, predicted=-1.488e-03
3-term start t0=0.03: B=-1.58811304, shift=-4.201e-05, predicted=-4.207e-05
3-term start t0=0.01: B=-1.58807260, shift=-1.578e-06, predicted=-1.578e-06
3-term start t0=0.005: B=-1.58807122, shift=-1.979e-07, predicted=-1.979e-07
5-term start t0=0.03: shift=8.573e-09, leading estimate=9.193e-09
Sensitivity v at x=10: 202.6697; by differences: 202.6697
Growth exponent of v at x=10: 3.1137
Growth exponent of v at x=100: 4.3711
Growth exponent of v at x=1000: 4.6989
Growth exponent of v at x=10000: 4.7595
Same at x=10000, error injected at x=10: 4.7595
Limiting growth exponent: 4.7720; relative: 7.7720
Slope error 1e-02: estimate x=3.55, zero (B too low) x=3.59, minimum (too high) x=2.97
Slope error 1e-04: estimate x=10.37, zero (B too low) x=10.45, minimum (too high) x=9.29
Slope error 1e-06: estimate x=23.69, zero (B too low) x=23.84, minimum (too high) x=21.67
Slope error 1e-08: estimate x=48.74, zero (B too low) x=49.03, minimum (too high) x=45.03
Zero for error 1e-6 with loose integrator (rtol 1e-9): x=23.84
Range factor per digit, errors 1e-6 to 1e-8: 1.434
Range factor per digit, large-x limit: 1.345
Slope -1.588071 turns up at x=39.77
Spacing of doubles near B: 2.22e-16; estimated reach x=555
Final bracket ends fail at x=592 and x=437
Cd: Z=48, length b=0.243611 bohr
Cd: electron number from density=48.000000
Cd: repulsion potential at nucleus=312.9062 hartree
Cd: kinetic energy=6436.927 hartree
Cd: nuclear attraction=-15019.497 hartree
Cd: electron repulsion=2145.642 hartree
Cd: total energy from density=-6436.927 hartree
Cd: total energy from slope=-6436.927 hartree
Cd: total energy from slope=-175.158 keV
```
